# Two-pass Lanczos: when to recompute the basis instead of storing it

An 18-site Heisenberg ring has 48620 basis states with total $S_z=0$. Its ground state was computed as a sum of 44 Lanczos vectors, yet the measured peak memory, not counting the Hamiltonian, was 3.01 vectors. Storing the whole basis took 45.04 vectors. The two results differ by a vector of norm $9\times10^{-16}$. The saving was paid for in applications of the Hamiltonian: 87 instead of 44.

The setting at issue is whether a Lanczos solver stores its basis vectors or recomputes them. The sections below explain why so few vectors suffice, what the setting costs and how to choose the stopping tolerance.

## The problem and the start vector

Let $H$ be a Hermitian matrix of dimension $n$ in an orthonormal basis, such as Slater determinants or spin configurations. A "vector" means one array of $n$ numbers, and a "product" means one application of $H$ to a vector. Storage for $H$ itself is counted separately.

Project the unit start vector $v_1$ onto each eigenspace of $H$. Where the projection is nonzero, normalize it and call it $g_i$. Then

$$v_1=\sum_{i=0}^{d-1}c_i g_i,\qquad Hg_i=E_i g_i,\qquad E_0<E_1<\dots<E_{d-1},$$

with all $c_i\neq0$. The number $d$ counts the distinct eigenvalues that $v_1$ reaches. A degenerate level contributes one direction, selected by $v_1$.

After $m$ steps the method works in the Krylov space $K_m$ spanned by $v_1,Hv_1,\dots,H^{m-1}v_1$. For any polynomial $p$,

$$p(H)v_1=\sum_i c_i\,p(E_i)\,g_i .$$

This vanishes if and only if $p(E_i)=0$ for all $d$ values. A nonzero polynomial of degree below $d$ cannot do that, so $K_m$ has dimension $m$ for $m\le d$. At $m=d$ the space contains every $g_i$ and stops growing. In a rational-arithmetic test of dimension 20, the process ended after 13 steps, the number of distinct eigenvalues reached.

The practical consequence is that, in exact arithmetic, the method cannot find a state absent from $v_1$. A start vector of pure symmetry stays in its symmetry sector. This is useful if the sector is the intended one; otherwise $E_0$ need not be the ground energy of $H$. A random vector within the desired sector is a simple safeguard. I assume below that $E_0$ is the desired ground energy and that $m\le d$.

## Why two old vectors are enough

Set $\beta_1=0$ and $v_0=0$, and define

$$\beta_{j+1}v_{j+1}=Hv_j-\alpha_jv_j-\beta_jv_{j-1},\qquad \alpha_j=\langle v_j|Hv_j\rangle, \tag{1}$$

where $\beta_{j+1}\ge0$ is the norm of the right-hand side. Suppose that $v_1,\dots,v_j$ are orthonormal. The right-hand side must be shown to be orthogonal to all of them, although only two are subtracted.

- **Overlap with $v_j$.** It is $\langle v_j|Hv_j\rangle-\alpha_j=0$, because $v_{j-1}$ is orthogonal to $v_j$.
- **Overlap with $v_{j-1}$.** Hermiticity gives $\langle v_{j-1}|Hv_j\rangle=\langle Hv_{j-1}|v_j\rangle$. Equation (1), one step earlier, reads $Hv_{j-1}=\beta_jv_j+\alpha_{j-1}v_{j-1}+\beta_{j-1}v_{j-2}$. The overlap is therefore $\beta_j$, and the last term in (1) cancels it.
- **Overlap with $v_i$, $i<j-1$.** Again $\langle v_i|Hv_j\rangle=\langle Hv_i|v_j\rangle$. The vector $Hv_i$ contains $v_{i-1},v_i,v_{i+1}$, all with index below $j$, so the overlap is zero.

By induction the whole set is orthonormal. Each step raises the power of $H$ by one, so the first $m$ vectors span $K_m$. If $\beta_{j+1}=0$, the space is invariant and the process ends.

The proof rests on Hermiticity: for a general non-Hermitian matrix the third overlap need not vanish, and older vectors then have to be kept to maintain an orthonormal basis.

## First pass: the energy with two vectors

Let the array $v$ hold $v_j$ and the array $w$ hold $v_{j-1}$. One step is

1. $w\leftarrow-\beta_jw$;
2. $w\leftarrow w+Hv$;
3. $\alpha_j=\langle v|w\rangle$;
4. $w\leftarrow w-\alpha_jv$;
5. $\beta_{j+1}=\|w\|$;
6. if another step follows, divide $w$ by $\beta_{j+1}$ and exchange the names $v$ and $w$.

After line 2, $w=Hv_j-\beta_jv_{j-1}$. Its overlap with $v_j$ is $\langle v_j|Hv_j\rangle$, since the second term is orthogonal to $v_j$. Line 3 thus gives the required $\alpha_j$.

The count of two assumes that line 2 adds the product directly into $w$. A routine that returns $Hv$ in a new array needs a third vector here, and a fourth in the second pass.

The saved numbers form the projected Hamiltonian. Equation (1) gives $\langle v_j|Hv_j\rangle=\alpha_j$ and $\langle v_{j+1}|Hv_j\rangle=\beta_{j+1}$, and all elements further from the diagonal vanish. Call this real symmetric tridiagonal $m\times m$ matrix $T$. A unit vector $y=\sum_js_jv_j$ in $K_m$ has energy $s^\dagger Ts$. The minimum is the lowest eigenvalue $\theta$ of $T$, attained at its unit eigenvector $s$:

$$Ts=\theta s,\qquad y=\sum_{j=1}^{m}s_jv_j. \tag{2}$$

By the variational principle $\theta\ge E_0$. Since $K_m$ lies inside $K_{m+1}$, $\theta$ cannot rise from one step to the next.

If the energy is all that is wanted, the calculation can stop here, with $m$ products and two vectors.

## Knowing when to stop without the eigenvector

The quality of $y$ can be judged before $y$ exists. Apply $H$ to (2) and insert (1):

$$Hy=\sum_{j=1}^{m}s_j\left(\beta_{j+1}v_{j+1}+\alpha_jv_j+\beta_jv_{j-1}\right).$$

For $k\le m$, the coefficient of $v_k$ is

$$\beta_ks_{k-1}+\alpha_ks_k+\beta_{k+1}s_{k+1}=(Ts)_k=\theta s_k,$$

with $s_0=s_{m+1}=0$. One term is left over, the $v_{m+1}$ part from $j=m$. Hence

$$Hy-\theta y=\beta_{m+1}s_mv_{m+1},\qquad r\equiv\|Hy-\theta y\|=\beta_{m+1}|s_m|. \tag{3}$$

The residual norm $r$ costs no product beyond those already made. It is small when the last Lanczos vector hardly contributes to the Ritz vector $y$, or when the space is nearly invariant.

## What the tolerance means

**Energy.** On the space spanned by the $g_i$, the operator $(H-E_0)(H-E_1)$ has eigenvalues $(E_i-E_0)(E_i-E_1)\ge0$: they vanish for $i=0,1$ and are positive above. Its expectation value in $y$ is therefore not negative. Since $\langle y|H|y\rangle=\theta$, we have $r^2=\langle y|H^2|y\rangle-\theta^2$, and

$$\begin{aligned}
0&\le\langle y|H^2|y\rangle-(E_0+E_1)\theta+E_0E_1\\
&=r^2+\theta^2-(E_0+E_1)\theta+E_0E_1\\
&=r^2+(\theta-E_0)(\theta-E_1).
\end{aligned}$$

If $\theta<E_1$, moving the last term to the left and dividing by $E_1-\theta>0$ gives

$$0\le\theta-E_0\le\frac{r^2}{E_1-\theta}. \tag{4}$$

**Eigenvector.** Choose the phase of $y$ so that $y=\cos\varphi\,g_0+\sin\varphi\,u$, with $u$ a unit vector orthogonal to $g_0$ and $0\le\varphi\le\pi/2$. Then

$$(H-\theta)y=\cos\varphi\,(E_0-\theta)g_0+\sin\varphi\,(H-\theta)u.$$

The two terms are orthogonal, because $H$ maps $u$ to a vector that is still orthogonal to $g_0$. Thus

$$r^2=\cos^2\varphi\,(\theta-E_0)^2+\sin^2\varphi\,\|(H-\theta)u\|^2. \tag{5}$$

All energies in $u$ are at least $E_1$, so for $\theta<E_1$ the last norm is at least $E_1-\theta$. Dropping the first term gives

$$\sin\varphi\le\frac{r}{E_1-\theta}. \tag{6}$$

The energy error is bounded by a quantity quadratic in $r$, the vector error by one linear in $r$. Other observables generally follow the vector. For a Hermitian operator $A$,

$$\langle A\rangle_y-\langle A\rangle_{g_0}=\sin^2\varphi\left(\langle A\rangle_u-\langle A\rangle_{g_0}\right)+2\sin\varphi\cos\varphi\,\mathrm{Re}\langle g_0|A|u\rangle.$$

For $A=H$ the linear term vanishes; for a density or a correlation function it need not.

Write $\Delta=E_1-\theta$. An energy error of at most $\varepsilon$ is ensured by $r\le\sqrt{\varepsilon\Delta}$, and a vector error $\sin\varphi\le\eta$ by $r\le\eta\Delta$. With $\Delta=0.241\,J$, as in the example, $\varepsilon=10^{-8}J$ allows $r=4.9\times10^{-5}J$, while $\eta=10^{-5}$ requires $r=2.4\times10^{-6}J$. A tolerance adequate for the energy may be too loose for properties.

Two cautions concern $E_1$:

- The second eigenvalue $\theta_2$ of $T$ is, in exact arithmetic, an estimate of $E_1$ from above. Some unit vector in the plane of the two lowest Ritz vectors is orthogonal to $g_0$, so its energy is at least $E_1$; no energy in that plane exceeds $\theta_2$. Replacing $E_1$ by $\theta_2$ can therefore make the bounds too small. It gives an estimate, not a guarantee. In floating point, a run continued well past convergence can produce a spurious second copy of the ground state in $T$; $\theta_2$ then falls toward $E_0$ and no longer estimates $E_1$.
- A small residual alone does not establish $\theta<E_1$. If $v_1$ has no component along the true ground state, then in exact arithmetic the method converges to a higher state. In floating point, rounding can reintroduce the missing component in a long enough run, but the stopping test may be met before that happens. At a fixed number of steps before breakdown, the coefficients depend continuously on $v_1$, so a very small $c_0$ can imitate this case. A second run from a different start vector is a useful check, though not a proof.

## Second pass: the eigenvector with three vectors

The coefficients $s_j$ depend on the full matrix $T$, so they are known only after the first pass, when most Lanczos vectors have been overwritten. The second pass regenerates them. Start again from the same $v_1$, set $y=s_1v_1$, and for $j=1,\dots,m-1$ compute

$$v_{j+1}=\frac{Hv_j-\alpha_jv_j-\beta_jv_{j-1}}{\beta_{j+1}},\qquad y\leftarrow y+s_{j+1}v_{j+1},$$

with the saved $\alpha_j$ and $\beta_{j+1}$. The arrays are $v$, $w$ and $y$. The recurrence needs no inner products now, whereas the first pass needs two per step.

Pass 1 uses $m$ products, because $\alpha_m$ requires $Hv_m$. Pass 2 uses $m-1$, because $v_1$ is given and $v_2,\dots,v_m$ cost one each. The sum is

$$N_{\text{two-pass}}=m+(m-1)=2m-1. \tag{7}$$

An explicit check of $\|Hy-\theta y\|$ makes it $2m$. It needs no further vector, since $v$ and $w$ are free by then. Equation (7) counts the scheme as written and is not a minimum: $v_m$ is still in memory when pass 1 ends, so starting $y$ from $s_mv_m$ in that array saves one product and gives $2m-2$ with the same three arrays.

This forward second pass needs $v_1$ again, most simply regenerated from a seed or a rule. (Solving (1) for $v_{j-1}$ and running it backward from $v_m$ and $v_{m+1}$, which pass 1 leaves in its two arrays, avoids this at the same $m-1$ products; it does not repeat the rounding of pass 1, so its result should be checked with the explicit residual.) If it has to be kept in memory, pass 1 holds three vectors instead of two. Pass 2 can use the kept copy as its array $v$ and overwrite it, so the peak stays at three unless $v_1$ is needed again afterwards.

In floating-point arithmetic, repeating the same operations in the same order gives the same rounded vectors. On a 12-site ring, the vectors of the two passes were tested to be identical bit for bit. A parallel product whose summation order varies between calls loses this guarantee, and the explicit residual is then worth its one product.

## If the second pass starts from another vector

Suppose the seed is changed by accident. By (1), each $v_j$ is a polynomial in $H$ acting on $v_1$, so $y=q(H)v_1$ for a polynomial $q$ fixed by the saved coefficients. A different start $v'$ produces $y'=q(H)v'$.

Let $c_i'$ be the size of the projection of $v'$ onto eigenspace $i$. Since $q(E_i)c_i=\langle g_i|y\rangle$, the part of $y'$ in that eigenspace has size

$$|q(E_i)|\,c_i'=|\langle g_i|y\rangle|\,\frac{c_i'}{|c_i|}.$$

For $i=0$ the first factor is $\cos\varphi\approx1$; for excited states it is small. The filter therefore still favours the ground state, provided the ratios $c_i'/|c_i|$ are not extreme and $v'$ has no parts in levels absent from $v_1$. The norm of $y'$ is then close to $c_0'/|c_0|$ instead of 1.

On the 12-site ring this ratio was 0.10269, and so was the norm of the output. After normalization, the excited parts are enlarged relative to the ground state by about $1/0.10269=9.7$ if their own ratios are near one. This predicts a residual near $9.7\times7.08\times10^{-6}J=6.9\times10^{-5}J$; the program found $7.2\times10^{-5}J$. The individual ratios were not computed and scatter for random start vectors, as the ground-state value 0.10 shows, so this is a rough estimate, and agreement this close should not be expected for every pair of seeds.

A wrong start vector can thus give a plausible state of lower quality, to which (3) no longer applies. Check the norm of $y$ before normalizing it: a value clearly different from 1 shows that the passes do not match or that the Lanczos vectors have lost orthogonality. A value near 1 does not prove that they do, since the overlap ratio could be near 1 by chance.

## The 18-site ring in numbers

The model is $H=J\sum_i\mathbf S_i\cdot\mathbf S_{i+1}$ for spins $1/2$ with periodic closure. Energies are in units of $J>0$. The start vector is random and the tolerance is $r\le10^{-5}J$.

| Step | $\theta/J$ | $r/J$ |
|---:|---:|---:|
| 1 | −0.2607223046 | 1.866 |
| 10 | −7.7460840570 | 0.490 |
| 20 | −8.0169897956 | 0.0985 |
| 30 | −8.0227396404 | 0.00463 |
| 40 | −8.0227490853 | $7.48\times10^{-5}$ |
| 44 | −8.0227490870 | $8.94\times10^{-6}$ |

At the last step, (3) gives

$$r=2.876766\,J\times3.107\times10^{-6}=8.94\times10^{-6}J,$$

which agrees with the residual computed explicitly from $y$. A separate eigensolver gives $E_1=-7.78149964\,J$, so $\Delta=8.02274909\,J-7.78149964\,J=0.24124945\,J$. The bounds are

$$\frac{r^2}{\Delta}=3.31\times10^{-10}J,\qquad\frac r\Delta=3.70\times10^{-5}.$$

The errors relative to that eigensolver are $2.36\times10^{-11}J$ and $3.70\times10^{-6}$, smaller by factors of 14 and 10.

The reason is the composition of the error vector $u$. Taking the energy of $y=\cos\varphi\,g_0+\sin\varphi\,u$ gives $\theta-E_0=\sin^2\varphi\,(\langle H\rangle_u-E_0)$, so

$$\langle H\rangle_u-E_0=\frac{2.36\times10^{-11}J}{(3.70\times10^{-6})^2}=1.7\,J.$$

Likewise, with the negligible first term of (5) dropped, $\|(H-\theta)u\|=r/\sin\varphi=2.4\,J$. The mean excitation energy of the remaining error is about seven times the gap and its root mean square about ten times, whereas the bounds allow for the worst case, in which all of it sits at $E_1$.

The product count is $44+43=87$, or 1.98 times the 44 of the stored-basis run. The measured peaks were 2.07 vectors in pass 1 and 3.01 in pass 2. The small excesses over 2 and 3 come from allocations other than the long vectors, such as block temporaries and coefficients.

## Choosing the setting

A stored basis needs $m+1$ vectors: the $m$ basis vectors and one working array, which can finally hold $y$. With room for $M$ vectors, the choice is as follows.

**$M\ge m+1$: store the basis.** This takes $m$ products. The two-pass method would multiply the number of products by $2-1/m$ for memory that is not needed.

**$3\le M<m+1$: use two passes.** If products dominate the run time, expect nearly twice the time of a stored-basis run.

**An intermediate choice, if the program offers it.** Keep the first $k\ge3$ Lanczos vectors during pass 1, beside two working arrays, so that $M=k+2$. In pass 2, accumulate $y$ in the space of $v_1$ and continue the recurrence from $v_{k-1}$ and $v_k$. The $m-k$ missing vectors cost one product each, for a total of $m+(m-k)=2m-k$. With $m=44$ and $M=20$, $k=18$ and the total is 70. This is a count from the recurrence; the program did not run this variant.

The number of steps is not known in advance, so the first pass may outgrow a stored basis before it converges. The two-pass memory does not depend on $m$, apart from a few short lists of scalars.

For scale, a 32-site ring has 601080390 states with $S_z=0$. One double-precision vector takes 4.81 GB, three take 14.4 GB, and 45 would take 216 GB. The last figure assumes the same $m=44$ for comparison; it does not predict how many steps the larger ring needs. None of these figures includes $H$. An $N$-site ring has on average about $N^2/(2(N-1))+1$ nonzero elements per row, so at 12 bytes per element a stored sparse matrix takes about 16 vectors for 18 sites and about 126 GB for 32 sites. Three vectors are close to the total memory only if the product is formed without storing $H$.

## Where exact arithmetic stops being a guide

The orthogonality proof uses exact cancellation. Rounding leaves small overlaps with older vectors, and recurrence (1) does not remove them, because those vectors are no longer consulted. On the 12-site ring, the largest orthogonality error after 28 steps was $4\times10^{-12}$, harmless at a residual of $7\times10^{-6}J$. This was not measured for the 18-site ring. There the norm of $y$ and the explicit residual were tested and agreed with the theory, which vouches for $y$ itself but not for the orthogonality of the whole basis.

A stored basis permits explicit reorthogonalization against all earlier vectors; the two-pass method has given up the vectors this requires. The worked examples here cover a single ground state at a tolerance of $10^{-5}J$. Choose the tolerance from (4) or (6), and spend the one additional product on the explicit residual. If it disagrees with $\beta_{m+1}|s_m|$ by more than rounding error, the passes do not match, through a changed start vector or an inconsistent product. Rough agreement does not show that they match: in the 12-site run with the changed seed, the output before normalization has a residual of about $0.10269\times7.24\times10^{-5}J=7.4\times10^{-6}J$ against $7.08\times10^{-6}J$, and the norm is the clearer sign. Lost orthogonality does not show up in this comparison, because the derivation of (3) uses only recurrence (1), $Ts=\theta s$ and $\|v_{m+1}\|=1$. This holds for $y$ as assembled, before any rescaling. Lost orthogonality can show up instead in the norm of $y$, which should also be checked. A norm equal to 1 does not exclude it: $\|y\|^2=\sum_{jk}s_js_k\langle v_j|v_k\rangle$ probes the overlaps only along $s$.

## Table of computed values

```
exact rational test: dimension 20, steps to termination 13
12 sites: dimension 924, steps 28
12 sites: Ritz energy -5.3873909174 J
12 sites: residual from coefficients 7.083e-06 J
12 sites: largest orthogonality error 3.98e-12
12 sites, other start: norm of output 0.10269
12 sites, other start: overlap ratio 0.10269
12 sites, other start: residual 7.239e-05 J
18 sites: dimension 48620, start seed 7
18 sites: stopping residual 1.0e-05 J
step 1: theta -0.2607223046 J, residual 1.866e+00 J
step 2: theta -2.3682824103 J, residual 1.832e+00 J
step 5: theta -6.0051369675 J, residual 1.528e+00 J
step 10: theta -7.7460840570 J, residual 4.899e-01 J
step 20: theta -8.0169897956 J, residual 9.845e-02 J
step 30: theta -8.0227396404 J, residual 4.630e-03 J
step 40: theta -8.0227490853 J, residual 7.478e-05 J
step 44: theta -8.0227490870 J, residual 8.937e-06 J
steps m: 44
first coefficients: alpha_1 -0.260722 J, beta_2 1.866191 J
last beta 2.876766 J, last |s| 3.107e-06
reference E0 -8.0227490870 J
reference E1 -7.7814996371 J
energy per site -0.44570828 J
explicit residual 8.937e-06 J
energy error 2.36e-11 J, bound 3.31e-10 J
sine of angle 3.70e-06, bound 3.70e-05
products: pass 1 44, pass 2 43, total 87
products with stored basis: 44
peak memory, pass 1: 2.070 vectors
peak memory, pass 2: 3.014 vectors
peak memory, stored basis: 45.041 vectors
two-pass minus stored-basis vector: 8.76e-16
one 18-site vector: 0.3890 MB
32 sites: dimension 601080390
32 sites: one vector 4.809 GB
32 sites: three vectors 14.43 GB
32 sites: m+1 vectors at the same m 216.4 GB
```
